Spherical Reference Atoms for Oxygen and Fluorine in LSDA and PBE

Before an atomization or cohesive energy can be reported, one has to decide which atomic energy to subtract. For a molecule A₂ the quantity is

D = 2E(A) − E(A₂),

so any error in E(A) enters twice. For a solid it enters once for each atom of that kind in the formula unit. If the atom is oxygen or fluorine, the decision is whether E(A) comes from a spherical atom or from one whose density has lost its spherical shape. In the local spin-density approximation (LSDA) the choice moves the atomic energy by at most about 0.1 eV for these two atoms. In the generalized gradient approximation of Perdew, Burke and Ernzerhof (PBE) it moves it by about 0.3 to 0.4 eV.

**The belief and its appeal**

The belief is that a spin-polarized spherical atom is a sufficient reference. It has a sound argument behind it. A free atom has no preferred direction. Its ground term, ³P for oxygen and ²P for fluorine, contains three degenerate orbital states. Mix them with equal weights at fixed spin projection, and the density n̄ of the mixture is spherical.

In exact theory this mixture costs nothing. Let E₀ be the energy of the term. Every ensemble has an energy of at least E₀, and the equal mixture attains E₀. The lowest ensemble energy compatible with n̄ is therefore E₀, the same as for each member of the term. With

L = E(spherical) − E(symmetry-broken),

the exact ensemble functional gives L = 0.

The argument fails when it is carried over to an approximate functional. LSDA and PBE take a density and return a number; nothing in their construction makes them return the same number for n̄ and for the density of one member.

**The states compared**

Hartree atomic units are used, with non-relativistic, collinear Kohn–Sham theory. In both atoms the spin-up p shell is full. Oxygen has one spin-down p electron and fluorine has two. Three arrangements are compared:

- Spherical: the spin-down electrons are spread evenly, 1/3 per p orbital in oxygen and 2/3 in fluorine.
- Axial: p_z is filled in oxygen and empty in fluorine, with integer occupations.
- Ring: the odd electron (oxygen) or the hole (fluorine) is in (p_x + i p_y)/√2.

The density matrix of the ring orbital is

½[p_x(r)p_x(r′) + p_y(r)p_y(r′)] + (i/2)[p_y(r)p_x(r′) − p_x(r)p_y(r′)].

The second bracket is antisymmetric, so it vanishes at r = r′ and contributes nothing to the kinetic energy. Without current-dependent terms, the ring state thus has the energy of half-filled p_x and p_y.

**The Hartree cost**

First keep the orbitals of the spherical atom and change only the occupations. All three p orbitals share one radial function R(r), so the kinetic energy and the attraction to the nucleus stay the same. The density changes. A filled p_z contributes R²·3cos²θ/(4π), while one evenly spread p electron contributes R²/(4π). For axial oxygen the difference is

δn = (R²/4π)(3cos²θ − 1) = (R²/4π)·2P₂(cosθ).

For axial fluorine, p_x and p_y are filled, and two spread electrons must be subtracted:

δn = (R²/4π)(3sin²θ − 2) = −(R²/4π)·2P₂(cosθ).

The ring state of oxygen gives (3/2)sin²θ − 1 = −P₂, and that of fluorine gives +P₂ in the same way. All four cases have the form δn = a P₂ R²/(4π), with a = ±2 (axial) or a = ±1 (ring).

The Hartree energy is quadratic in the density, so

ΔE_H = ∫ v_H δn d³r + ½∬ δn(r) δn(r′)/|r − r′| d³r d³r′.

The first term vanishes, because v_H is spherical and P₂ averages to zero over angles. In the second, expand

1/|r − r′| = Σ_l (r_<^l / r_>^(l+1)) P_l(cosγ),

where γ is the angle between r and r′. Integrating P_l(cosγ)P₂(cosθ′) over the directions of r′ gives (4π/5)P₂(cosθ) for l = 2 and zero otherwise. Integrating the remaining P₂² over the directions of r gives another 4π/5. Hence

ΔE_H = ½ a² (1/4π)² (4π/5)² S₂ = a² S₂/50,

S₂ = ∬ R²(r) R²(r′) (r_<²/r_>³) r² r′² dr dr′.

S₂ is the second-order Slater integral of the 2p shell and is positive. The Hartree cost is 2S₂/25 for the axial state and S₂/50 for the ring state. Breaking the symmetry therefore raises the Hartree energy, whatever the sign of a.

**What exchange ought to do, and what it does**

Consider exact exchange with these same orbitals. The determinants with the odd electron or hole in p_z, p_x or p_y are rotated copies of one another, so they have equal energies, and the energy of their equal mixture is the same. Kinetic and nuclear terms are equal too. For the mixture, the exchange energy is defined as the averaged electron repulsion of the determinants minus the Hartree energy of the averaged density. The sum of Hartree and exchange energy must then be the same for the mixture and for each member, which requires

ΔE_x(exact) = −ΔE_H.

A semilocal functional has to reproduce this cancellation from the density alone. The exchange energy separates by spin,

E_x[n↑, n↓] = ½E_x[2n↑] + ½E_x[2n↓],

and n↑ has not changed, so only N = 2n↓ matters. In LSDA,

E_x[N] = −C ∫ N^(4/3) d³r,  C = (3/4)(3/π)^(1/3).

Write N = N₀ + δN, with N₀ spherical. On a sphere of fixed radius δN averages to zero. The function N^(4/3) is convex, so its average over the sphere cannot be smaller than N₀^(4/3). LSDA exchange therefore also favours the broken density. To second order in δN, with ⟨ ⟩ the average over angles,

⟨N^(4/3)⟩ ≈ N₀^(4/3) + (2/9) N₀^(−2/3) ⟨δN²⟩,

ΔE_x(LSDA) ≈ −(C/9) ∫ N₀^(−2/3) ⟨δN²⟩ d³r.

The factor 1/9 is ½ from spin scaling times 2/9. The anisotropy is not small where p electrons dominate, so this expression is a guide and not a source of numbers. It shows that to this order the gain is quadratic in δN, like the Hartree cost, but with a different weight. Nothing enforces the cancellation.

PBE multiplies the integrand by an enhancement factor:

E_x[N] = −C ∫ N^(4/3) F(s) d³r,

F(s) = 1 + κ − κ/(1 + μs²/κ),  s = |∇N| / [2(3π²)^(1/3) N^(4/3)],

with κ = 0.804 and μ ≈ 0.2195. F grows with s, so PBE responds to the change of gradients as well as to the change of density.

**The frozen balance in numbers**

The atoms were solved self-consistently in the cc-pVTZ basis, with fixed occupations and numerical integration of the exchange-correlation energy. LSDA means Slater exchange with Perdew–Wang correlation. To separate the functional from the density, both functionals were evaluated on the same pair of densities, built from the orbitals of the spherical PBE atom.

For oxygen S₂ = 0.3151 hartree, so the axial cost is 2 × 0.3151/25 = 0.0252 hartree. Adding the changes of exchange and correlation, in that order, gives in hartree

LSDA: 0.0252 − 0.0303 + 0.0037 = −0.0014,

PBE: 0.0252 − 0.0392 + 0.0031 = −0.0109.

For fluorine S₂ = 0.3699 hartree and the cost is 0.0296 hartree:

LSDA: 0.0296 − 0.0303 + 0.0028 = +0.0021,

PBE: 0.0296 − 0.0396 + 0.0029 = −0.0071.

With correlation included, the LSDA energy changes little, and the change has opposite signs in the two atoms. For these frozen orbitals the sum of Hartree and exact exchange energy would not change at all. The zero of the full exact functional was derived for densities of the true ground term, which the frozen densities only approximate. From oxygen to fluorine the Hartree cost grows while the LSDA exchange gain stays almost the same, 0.0303 hartree for both atoms in this basis, and this turns the balance around. The exchange gain alone exceeds the Hartree cost in all four cases: in LSDA by 0.0051 hartree (oxygen) and 0.0007 hartree (fluorine), in PBE by 0.014 and 0.010 hartree. Correlation opposes the symmetry breaking in all four cases and differs between the functionals by less than 0.001 hartree, so the contrast comes from exchange. The separate terms are not converged to the last digit shown: in a much larger basis (aug-cc-pV5Z up to f functions) they shrink by up to 0.0008 hartree, and the LSDA exchange gains become 0.0297 (oxygen) and 0.0300 hartree (fluorine). The net changes move by only about 0.0001 hartree and keep their signs.

The exchange contrast has two parts. Let E and E′ be the LSDA spin-down exchange energies before and after the change, and let f and f′ be the ratios of PBE to LSDA spin-down exchange. Then

f′E′ − fE = f′(E′ − E) + (f′ − f)E.

For oxygen f = 1.1228 and f′ = 1.1245. The first part is 1.1245 × (−0.0303) = −0.0341 hartree, which is 0.0038 hartree beyond LSDA. The rest of the PBE change, −0.0392 + 0.0341 = −0.0051 hartree, comes from the rise of the mean enhancement. That rise is less than 0.002, but the mean is taken over the whole spin-down exchange energy, including that of the s electrons, so a small rise stands for a sizeable energy. The split is bookkeeping: it does not say where in the atom the change arises.

**The self-consistent lowering**

When the orbitals are released at fixed occupations, the energy can only fall from its frozen value. For the axial state this relaxation is 0.0022 hartree (oxygen) and 0.0023 hartree (fluorine) in LSDA, and 0.0030 and 0.0029 hartree in PBE. It is similar in the two functionals and does not create the contrast. In LSDA fluorine, however, it decides the sign found in this basis: the frozen axial state lies 0.0020 hartree above the spherical atom when LSDA's own orbitals are used, and relaxation brings it 0.0003 hartree below.

The axial state is the lowest of the three in every case. Its lowering is

oxygen: L = 0.0036 hartree (0.10 eV) in LSDA, 0.0139 hartree (0.38 eV) in PBE,

fluorine: L = 0.0003 hartree (0.01 eV) in LSDA, 0.0101 hartree (0.27 eV) in PBE.

For oxygen the PBE value is nearly four times the LSDA value. For fluorine a ratio would mean little. Larger bases (cc-pVQZ, and aug-cc-pV5Z up to f functions) raise all four lowerings by 0.0002 to 0.0004 hartree. The oxygen ratio then falls to about 3.6, the PBE lowering of fluorine becomes 0.28 eV, and the LSDA lowering of fluorine roughly doubles, to about 0.0006 hartree (0.02 eV). That last value is therefore not settled in cc-pVTZ, but it keeps its sign and stays small compared with the PBE lowering.

Not every broken density helps. The ring state of fluorine in LSDA lies 0.0003 hartree above the spherical atom. In PBE oxygen the ring state lies below the spherical atom by 0.0044 hartree, but above the axial state by 0.0095 hartree. Exact theory makes ring and axial states degenerate, so this splitting is itself an error of the functional. A reference calculation has to compare occupations and not accept the first broken solution it finds. A state outside the three considered here could lie lower still.

**Why an artefact belongs in the reference**

It may seem odd to include a lowering that the exact functional does not have. The reason is that D compares two energies of the same approximate functional. When a molecule is pulled apart, a semilocal energy becomes a sum over separate regions, and each fragment may take its own lowest density, provided the total spin projection is left free. Two oxygen atoms with two unpaired electrons each have a collinear total projection of 2 or 0, and not the 1 of the O₂ molecule. If the fragments are neutral, as for A₂, the energy of the separated atoms in PBE is therefore the sum of the lowest PBE atoms.

Two fluorine atoms with parallel spins, 12 bohr apart and with both holes along the axis, show this additivity. The PBE energy of the pair differs from that of two axial atoms by 0.00001 hartree. It lies 0.0202 hartree below two spherical atoms, which is 2L. With spherical references, this pair of practically non-interacting atoms would appear to be bound by 0.55 eV.

**The effect on O₂**

At a chosen bond length of 2.3 bohr the molecular energy in PBE is −150.23970 hartree. The two references give

spherical: D = 2(−74.99106) + 150.23970 = 0.25758 hartree = 7.01 eV,

axial: D = 2(−75.00491) + 150.23970 = 0.22988 hartree = 6.26 eV.

The spherical reference raises D by 0.75 eV, or 12 % of the consistent value. In LSDA the two results are 7.79 and 7.59 eV, a difference of less than 3 %. In the cc-pVQZ basis these four values of D rise by up to 0.02 eV, to 7.02 and 6.26 eV in PBE and 7.81 and 7.60 eV in LSDA, and the percentages hardly change.

The comparison between functionals suffers as well. With the lowest atoms, going from LSDA to PBE reduces D by 7.592 − 6.255 = 1.34 eV. With spherical atoms the reduction appears to be 7.79 − 7.01 = 0.78 eV. A spherical reference hides about two fifths of what the gradient correction does to this bond. These energies omit zero-point motion, relativity, geometry optimization and the remaining basis error, so they serve to compare references and not to judge agreement with experiment.

**Where the spherical atom is enough**

If each spin channel has an empty or full p shell and no d or f shell is partly filled, as in nitrogen with three spin-up p electrons, there is no occupation to redistribute within a shell. Then δn = 0, and the lowering treated here is absent. For a partly filled p shell in one spin channel the Hartree cost a²S₂/50 still applies, but the net lowering is a difference of competing terms and has to be computed for each atom and functional. The small LSDA result for fluorine is a near-cancellation of these terms, and it gives no licence to use the spherical atom in PBE.
